# Why Spin-Orbit Gaps at Band Touchings Concentrate Berry Curvature

## A cone with a small gap

Take two bands near a point of a two-dimensional $k$ plane, with $\mathbf q$ measured from that point:

$$H=v(q_x\sigma_x+q_y\sigma_y)+m\sigma_z,\qquad m>0 .$$

Hartree atomic units are used throughout. The energies are $\pm E$ with $E=\sqrt{v^2q^2+m^2}$, so the gap at $q=0$ is $\Delta=2m$. For $m=0$ the bands form two cones that touch at their tips.

The Hamiltonian is that of a spin in a field of length $E$. The field has polar angle $\theta$, with $\cos\theta=m/E$, and its azimuth $\varphi$ is the azimuth of $\mathbf q$:

$$H=E\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\varphi}\\ \sin\theta\,e^{i\varphi}&-\cos\theta\end{pmatrix},\qquad
u=\begin{pmatrix}-\sin\frac\theta2\,e^{-i\varphi}\\ \cos\frac\theta2\end{pmatrix}.$$

The vector $u$ is the lower state. The first component of $Hu/E$ is

$$e^{-i\varphi}\left(-\cos\theta\sin\tfrac\theta2+\sin\theta\cos\tfrac\theta2\right)=e^{-i\varphi}\sin\tfrac\theta2,$$

and the second is $-\sin\theta\sin\frac\theta2-\cos\theta\cos\frac\theta2=-\cos\frac\theta2$. Both are minus the components of $u$.

The Berry connection is defined as $\mathbf A=i\langle u|\nabla u\rangle$ and the curvature as $\Omega=\partial_xA_y-\partial_yA_x$. Derivatives of $\theta$ contribute $\frac12\sin\frac\theta2\cos\frac\theta2-\frac12\cos\frac\theta2\sin\frac\theta2=0$. The phase of the first component gives

$$\mathbf A=i(-i)\sin^2\tfrac\theta2\,\nabla\varphi=\tfrac12(1-\cos\theta)\nabla\varphi. \tag{1}$$

This connection is smooth at $q=0$, where the factor $1-\cos\theta$ vanishes as $q^2$ while $\nabla\varphi$ grows as $1/q$. Stokes' theorem therefore gives the flux through a disc of radius $q$ from its edge alone. There $\theta$ is constant and $\varphi$ advances by $2\pi$:

$$\Phi(q)=\pi\left(1-\frac{m}{\sqrt{v^2q^2+m^2}}\right). \tag{2}$$

The curvature depends on $q$ alone, so a thin ring carries the flux $d\Phi=2\pi q\,\Omega\,dq$. Hence

$$\Omega=\frac{1}{2\pi q}\frac{d\Phi}{dq}=\frac{1}{2\pi q}\,\frac{\pi m v^2q}{E^3}=\frac{mv^2}{2E^3}. \tag{3}$$

At the centre $E=m$, and $\Omega=v^2/(2m^2)=2v^2/\Delta^2$. Away from it the curvature falls once $vq$ exceeds $m$, so the width is proportional to $\Delta/v$. The flux approaches $\pi$ when the disc is much wider than that.

The geometry explains the number $\pi$. At the centre the field points to the north pole, and far away it lies near the equator. The disc is thus mapped onto nearly a hemisphere, of solid angle $2\pi$, and (1) assigns to a loop half the solid angle it encloses. Reducing the gap squeezes this turn of the field into a smaller region of $k$ space without changing the turn itself.

## Why the peak has two powers of the gap

Perturbation theory shows the same peak from another side. From the definition,

$$\Omega_n=i\left(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\right)=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .$$

Insert a complete set of states between the two factors. The term with $n$ itself is a product of two imaginary numbers, since normalization makes $\langle n|\partial_jn\rangle$ imaginary. The product is real and drops out. For $l\ne n$, differentiate $H|n\rangle=E_n|n\rangle$ and project on $\langle l|$:

$$\langle l|\partial_jH|n\rangle+E_l\langle l|\partial_jn\rangle=E_n\langle l|\partial_jn\rangle .$$

Solving for $\langle l|\partial_jn\rangle$, and using the complex conjugate for the first factor, gives

$$\Omega_n=-2\,\mathrm{Im}\sum_{l\ne n}\frac{\langle n|\partial_xH|l\rangle\langle l|\partial_yH|n\rangle}{(E_n-E_l)^2}. \tag{4}$$

Each inverse gap measures how readily the state turns when $\mathbf k$ moves in one direction. Curvature needs two directions, hence two inverse gaps. At the centre of the cone the lower state is spin down, and the numerator is $\langle\downarrow|v\sigma_x|\uparrow\rangle\langle\uparrow|v\sigma_y|\downarrow\rangle=v(-iv)=-iv^2$. Equation (4) then returns $2v^2/\Delta^2$.

The quadratic growth thus requires a numerator that stays finite as the gap closes. A small denominator alone does not guarantee it.

Two further facts follow from (4). Exchanging the two bands exchanges the matrix elements, which conjugates their product, so the upper band has the opposite curvature. A term $d_0(\mathbf k)$ times the unit matrix changes neither the matrix elements between different states nor the energy difference. Tilting the cone therefore leaves the curvature of each band unchanged, although it does change which states are occupied.

## How spin-orbit coupling supplies the mass

The cone has to come from somewhere, and so does its mass. Consider $p_x$ and $p_y$ orbitals on a square lattice in a ferromagnet, magnetized along $z$, normal to the plane, with exchange splitting large enough that one spin direction can be treated alone. The $p_z$ bands are also assumed distant.

Without spin-orbit coupling this Hamiltonian is real, because the orbitals and hoppings are real and the lattice has inversion symmetry. It contains $\sigma_x$ and $\sigma_z$ but no $\sigma_y$. A degeneracy requires two functions, $d_x$ and $d_z$, to vanish. With two components of $\mathbf k$ to adjust, that can happen at isolated points, provided the parameters let both functions vanish together.

Let $\ell$ be the lattice constant, $X=k_x\ell$ and $Y=k_y\ell$. The $p_x$ and $p_y$ on-site energies are $\pm D/2$. Nearest neighbours have hoppings $t_\sigma$ for orbitals along the bond and $t_\pi$ for orbitals across it, so the diagonal elements are

$$\varepsilon_x=\tfrac D2+2t_\sigma\cos X+2t_\pi\cos Y,\qquad
\varepsilon_y=-\tfrac D2+2t_\pi\cos X+2t_\sigma\cos Y .$$

Half their difference, with $T=t_\sigma-t_\pi$, is

$$d_z=T(\cos X-\cos Y)+\tfrac D2 .$$

A diagonal bond has direction $\mathbf n=(1,\pm1)/\sqrt2$ and hopping matrix $w_\sigma\mathbf n\mathbf n^{T}+w_\pi(1-\mathbf n\mathbf n^{T})$. Its off-diagonal element is $\pm V$ with $V=(w_\sigma-w_\pi)/2$. Its diagonal elements, $(w_\sigma+w_\pi)/2$, are equal for the two orbitals and vanish for the parameters below. The four diagonal bonds give

$$d_x=2V[\cos(X+Y)-\cos(X-Y)]=-4V\sin X\sin Y .$$

On the line $Y=0$ this coupling vanishes for a reason of symmetry: the mirror $y\to-y$ leaves $p_x$ even and makes $p_y$ odd. The two bands can cross there.

The spin-orbit operator is $\xi\,\mathbf L\cdot\mathbf S$. With $L_z=-i(x\partial_y-y\partial_x)$ acting on the angular factors $x$ and $y$ of the orbitals,

$$L_z\,y=-ix,\qquad L_z\,x=iy .$$

In the basis $(p_x,p_y)$ this is the matrix $\sigma_y$. The operators $L_x$ and $L_y$ take these orbitals to $p_z$ or to zero, so they have no elements within the pair. For spin up, $S_z=\frac12$, and

$$d_y=\frac\xi2=m,\qquad\Delta=2m=\xi .$$

Spin-orbit coupling provides just the component that the real Hamiltonian lacks. It is independent of $\mathbf k$ here because the coupling is taken as on-site. It does depend on the direction of the magnetization. Only $L_zS_z$ acts within the pair, and a moment tilted by an angle $\alpha$ from $z$ has $\langle S_z\rangle=\frac12\cos\alpha$. To first order in $\xi$ the gap is then $\xi|\cos\alpha|$, which vanishes for a moment lying in the plane.

To compare with the opening, name the components $(d_1,d_2,d_3)=(d_z,d_x,d_y)$. This cyclic relabelling is a proper rotation of the Pauli matrices, made by a constant unitary matrix, and leaves the curvature unchanged. In the plane of $(d_1,d_2)$ the Hamiltonian is the opening cone with $v=1$, whose curvature is $m/(2E^3)$. Flux is preserved by a change of coordinates, so the curvature in $k$ space carries the Jacobian:

$$\Omega=\frac{mJ}{2E^3},\qquad
J=\frac{\partial d_1}{\partial k_x}\frac{\partial d_2}{\partial k_y}-\frac{\partial d_1}{\partial k_y}\frac{\partial d_2}{\partial k_x}. \tag{5}$$

This holds for the whole lattice model. Near a linear touching, $d_1=aq_x$ and $d_2=bq_y$, so $J=ab$ and

$$\Omega=\frac{abm}{2(a^2q_x^2+b^2q_y^2+m^2)^{3/2}},\qquad \Omega(0)=\frac{2ab}{\Delta^2}. \tag{6}$$

Along $q_x$, half the maximum is reached when $(1+a^2q_x^2/m^2)^{3/2}=2$, that is at

$$|q_x|=\frac{m}{|a|}\sqrt{2^{2/3}-1}=0.7664\,\frac{m}{|a|}.$$

The full width is twice this, or $0.7664\,\Delta/|a|$, and along $q_y$ the slope $b$ replaces $a$.

## Numbers from the lattice

Take $\ell=5$ bohr, $t_\sigma=0.04$, $t_\pi=-0.01$, $w_\sigma=0.01$, $w_\pi=-0.01$ and $D=0.05$ hartree. These are round model values. They give $T=0.05$ and $V=0.01$ hartree.

On $Y=0$ the condition $d_z=0$ reads $\cos X=1-D/(2T)=0.5$. Thus $X=\pi/3$ and $k_x=0.2094$ bohr$^{-1}$. The slopes there are

$$a=-T\ell\sin X=-0.2165,\qquad b=-4V\ell\sin X=-0.1732\ \text{hartree bohr}.$$

Their product is positive, $0.0375$. For $\Delta=0.002$ hartree, or $54.4$ meV, the cone formula gives

$$\Omega(0)=\frac{2(0.0375)}{(0.002)^2}=18750\ \text{bohr}^2,$$

and a full width along $k_x$ of $0.7664(0.002)/0.2165=0.00708$ bohr$^{-1}$. The full lattice Hamiltonian has a maximum of $18752$ bohr$^2$, or about $5251$ Å$^2$, and the same width to these digits.

| $\Delta$ (hartree) | peak (bohr$^2$) | $k_x$ width (bohr$^{-1}$) | patch flux |
|---|---|---|---|
| 0.004 | 4689.7 | 0.01414 | $0.899\pi$ |
| 0.002 | 18752.2 | 0.00708 | $0.949\pi$ |
| 0.001 | 75002.2 | 0.00354 | $0.975\pi$ |

All entries come from the lattice model. The patch is the ellipse $a^2q_x^2+b^2q_y^2<W^2$ with $W=0.02$ hartree. Halving the gap multiplies the peak by four and halves the width, to well within one per cent.

Each peak exceeds the cone value by the same $2.2$ bohr$^2$. Along $Y=0$ the Jacobian varies as $\sin^2X$, which near the touching is a relative change $gq_x$ with $g=2\ell\cot(\pi/3)=5.77$ bohr. To leading order,

$$\frac{\Omega}{\Omega(0)}\simeq1+gq_x-\frac{3a^2q_x^2}{2m^2}.$$

The maximum moves to $q_x=gm^2/(3a^2)$ and rises by the fraction $g^2m^2/(6a^2)$. Multiplied by $\Omega(0)=ab/(2m^2)$, this is $g^2b/(12a)=2.2$ bohr$^2$. The gap cancels, so the relative correction falls as $\Delta^2$.

## What "near $\pi$" means

For the cone, the coordinates $aq_x$ and $bq_y$ turn the ellipse into a disc, and (2) becomes, for $ab>0$ and $m>0$,

$$\Phi=\pi\left(1-\frac{m}{\sqrt{m^2+W^2}}\right)\simeq\pi\left(1-\frac{\Delta}{2W}\right)\quad(W\gg m). \tag{7}$$

At $\Delta=0.002$ hartree the deficit is $0.001/0.02$, or about five per cent of $\pi$. The approach to $\pi$ is slow because the curvature has a long tail: it falls as $q^{-3}$, while the area of a ring grows as $q$.

The visible peak therefore holds a minor part of the flux. At half maximum $E^3=2m^3$, so the ellipse drawn there contains the fraction $1-2^{-1/3}=0.206$. Half the flux requires $m/E=\frac12$, or $W=\sqrt3\,m$. Ninety per cent requires $E=10m$, or $W=\sqrt{99}\,m$. A patch matched to the apparent width would give about $0.2\pi$ at every gap, constant but far from $\pi$.

The result does not depend on a perfectly linear cone. With $d_3=m>0$ everywhere, connection (1) can be written in a form without angles. Use $\nabla\varphi=(d_1\nabla d_2-d_2\nabla d_1)/(d_1^2+d_2^2)$, $1-\cos\theta=(E-m)/E$ and $d_1^2+d_2^2=(E-m)(E+m)$:

$$\mathbf A=\frac{d_1\nabla d_2-d_2\nabla d_1}{2E(E+m)}. \tag{8}$$

The denominator never vanishes, so $\mathbf A$ is smooth everywhere, touchings included. For any patch whose edge avoids the touchings,

$$\Phi=\frac12\oint\left(1-\frac mE\right)d\varphi . \tag{9}$$

If $(d_1,d_2)$ winds once counterclockwise along the edge, the first term is $\pi$, whatever the shape of the bands. The second term is the deficit, and for small $m$ it is proportional to $m$. Band curvature alters $E$ on the edge and hence the deficit, but not the winding. At the largest gap in the table the lattice flux is $0.8987\pi$, against $0.9005\pi$ from (7). The numerical check confirms (9) on the lattice against both a surface integral of (4) and a product of state overlaps around the edge.

At $m=0$ the loop lies on the equator and its Berry phase is already $\pi$. A phase is defined modulo $2\pi$, so $\pi$ and $-\pi$ are then the same. Spin-orbit coupling selects the sign of the flux. In the lattice model, written in the $(p_x,p_y)$ basis, $m$ multiplies $\sigma_y$, the only imaginary term. Changing $m$ to $-m$ therefore replaces $H$ by its complex conjugate, conjugates the states and reverses $\mathbf A$. Spin down has $S_z=-\frac12$, hence the opposite mass and opposite flux. If both spins have the same real Hamiltonian and are equally filled, their contributions cancel. Ferromagnetic exchange separates them in energy and prevents the cancellation when it makes their fillings differ.

## Where the flux can disappear

The word "patch" matters. The lattice model has four touchings. Two lie at $X=\pm\pi/3$, $Y=0$. The others have $X=\pi$ and $-1-\cos Y+0.5=0$, so $Y=\pm2\pi/3$. The remaining lines on which $d_x$ vanishes offer none: $X=0$ would need $\cos Y=1.5$, and $Y=\pi$ would need $\cos X=-1.5$.

At the first pair $J=4TV\ell^2\sin^2X>0$. At the second, $\partial d_1/\partial k_y=T\ell\sin Y$ and $\partial d_2/\partial k_x=4V\ell\sin Y$, while the other two derivatives vanish. Equation (5) then gives $J=-4TV\ell^2\sin^2Y<0$. For $\Delta=0.002$ hartree, circles of radius $0.1$ bohr$^{-1}$ around the four points contain $0.947\pi$ twice and $-0.947\pi$ twice.

The total flux is zero. Connection (8) is smooth and periodic over the whole Brillouin zone, so its integrals along opposite edges cancel. A hot spot with flux near $\pi$ thus does not by itself imply a nonzero Chern number, which is the total flux divided by $2\pi$. This zero refers to the lower band taken whole, and the model has no global gap in which that band alone is filled. The common term $d_0=(t_\sigma+t_\pi)(\cos X+\cos Y)$ places the first pair of touchings at $+0.045$ and the second at $-0.045$ hartree. With the Fermi energy in the gaps of the first pair, both bands are filled at the second pair and cancel there. For $\Delta=0.004$ hartree the occupied states then carry a flux of $1.91\pi$.

Occupation can also remove the flux. Let the Fermi energy $\mu$ lie in the upper band of an untilted cone, with $m<\mu<\sqrt{m^2+W^2}$. Upper states with $E<\mu$ are filled and contribute $-\pi(1-m/\mu)$ by (2). Adding the lower band gives

$$\Phi_{\rm occ}=\pi\left(\frac m\mu-\frac{m}{\sqrt{m^2+W^2}}\right). \tag{10}$$

For $m=0.001$, $W=0.02$ and $\mu=0.004$ hartree this is $(0.250-0.050)\pi=0.200\pi$. At fixed $\mu$ it tends to zero as the gap closes, although the lower band alone then approaches $\pi$. The hot spot affects the occupied total strongly when the Fermi energy lies in the gap or within a few times $m$ of its centre. Equation (10) assumes zero temperature and no tilt. For the same $m$ and $W$, with $\mu$ at the centre of the gap, the occupied flux is $0.950\pi$ at zero temperature and $0.727\pi$ at 300 K, where $k_BT$ is close to $m$. A tilt smaller than the slope, such as the ratio $0.6$ at the first pair of the lattice model, narrows the range of $\mu$ that gives the full flux. A tilt larger than the slope removes that range: at a ratio of $1.5$ the flux at the centre of the gap is $0.64\pi$.

## Crossings that obey other laws

The square law requires $J$ to be nonzero at the touching. Set $D=0$ in the lattice model. The pair at $\pm k_x$ then merges at $X=Y=0$, where for small $X$ and $Y$

$$d_1\simeq-\tfrac T2(X^2-Y^2),\qquad d_2\simeq-4VXY,\qquad J\simeq4TV\ell^2(X^2+Y^2).$$

The bands now separate quadratically, and the curvature at the centre is zero. The hot spot extends to where $|d_1|$ and $|d_2|$ are comparable with $m$, so $X^2+Y^2$ is of order $m$. There $J$ is also of order $m$, and (5) gives $\Omega\sim m\cdot m/m^3=1/m$. The vector $(d_1,d_2)$ winds twice, and (9) gives a flux near $2\pi$.

A more drastic change occurs when bands of opposite spin cross. Without spin-orbit coupling they do not mix, and a degeneracy needs one condition instead of two. In a plane the crossing is a line. Let $q_x$ run across it and $q_y$ along it, and suppose the spin-flip coupling has constant size $\lambda$ but a phase that turns at rate $\beta$:

$$\mathbf d=(\lambda\cos\beta q_y,\ \lambda\sin\beta q_y,\ cq_x),\qquad \Delta=2\lambda .$$

Take $c$, $\lambda$ and $\beta$ positive. Equation (1) applies with $\varphi=\beta q_y$ and $\cos\theta=cq_x/E$, where now $E=\sqrt{c^2q_x^2+\lambda^2}$. Hence $A_x=0$, $A_y=\frac\beta2(1-cq_x/E)$, and

$$\Omega=\partial_xA_y=-\frac\beta2\left(\frac cE-\frac{c^3q_x^2}{E^3}\right)=-\frac{\beta c\lambda^2}{2E^3}. \tag{11}$$

The peak magnitude is $\beta c/(2\lambda)=\beta c/\Delta$, with one inverse power of the gap. In the language of (4), moving across the line turns the state rapidly, but moving along it changes $H$ by an amount proportional to $\lambda$ itself, which cancels one denominator. With $c=0.2$ hartree bohr and $\beta=3$ bohr, the peak is $0.6/0.004=150$ bohr$^2$ at a gap of $0.004$ hartree and $300$ bohr$^2$ at $0.002$ hartree.

Between $q_x=-\infty$ and $\infty$, $A_y$ falls from $\beta$ to $0$. The flux per unit length of $q_y$ is therefore $-\beta$, here $-3$ bohr, at either gap. It is again independent of the gap, but it measures the turning of the coupling phase and has no preferred value $\pi$. If the phase does not turn, this model has no curvature, however small the gap.

At fixed flux the height is set by how fast the area of the hot spot shrinks with the gap. Around a linear point touching both widths are proportional to $\Delta$, and a fixed flux requires a height proportional to $1/\Delta^2$. Around the quadratic touching both widths are proportional to $\sqrt\Delta$, so the area goes as $\Delta$ and the height as $1/\Delta$. Across a line one width shrinks, and $1/\Delta$ suffices.

## Computed values

```
lattice constant 5.0 bohr; crystal splitting 0.050 hartree
neighbour hoppings sigma, pi: 0.040, -0.010 hartree
diagonal hoppings sigma, pi: 0.010, -0.010 hartree
touching at kx = 0.20944 1/bohr, ky = 0
slope magnitudes a = 0.21651, b = 0.17321 hartree bohr
patch cutoff W = 0.020 hartree
patch semi-axes 0.0924 (kx), 0.1155 (ky) 1/bohr
half width at half maximum: 0.7664 m/a
cone flux inside half-maximum ellipse (W/m = 0.7664): 0.2063 pi
cone flux inside W = sqrt(3) m (W/m = 1.7321): 0.5000 pi
cone flux inside W = sqrt(99) m (W/m = 9.9499): 0.9000 pi
gap 0.004 hartree: peak 4689.7 bohr^2 (cone formula 4687.5)
  full widths kx 0.014139, ky 0.017709 1/bohr (cone 0.014160, 0.017700)
  patch flux 0.8987 pi (cone 0.9005 pi)
gap 0.002 hartree: peak 18752.2 bohr^2 (cone formula 18750.0)
  full widths kx 0.007077, ky 0.008851 1/bohr (cone 0.007080, 0.008850)
  patch flux 0.9491 pi (cone 0.9501 pi)
gap 0.001 hartree: peak 75002.2 bohr^2 (cone formula 75000.0)
  full widths kx 0.003540, ky 0.004425 1/bohr (cone 0.003540, 0.004425)
  patch flux 0.9745 pi (cone 0.9750 pi)
gap 0.004 to 0.002 hartree, powers of gap: peak -1.9995, kx width 0.9984, ky width 1.0006, flux deficit 0.9943
gap 0.002 to 0.001 hartree, powers of gap: peak -1.9999, kx width 0.9996, ky width 1.0001, flux deficit 0.9986
loop phase without spin-orbit coupling: 1.0000 pi (mod 2 pi)
flux in circle of radius 0.1 1/bohr at (0.2094, 0.0000) 1/bohr: 0.9469 pi
flux in circle of radius 0.1 1/bohr at (-0.2094, 0.0000) 1/bohr: 0.9469 pi
flux in circle of radius 0.1 1/bohr at (0.6283, 0.4189) 1/bohr: -0.9469 pi
flux in circle of radius 0.1 1/bohr at (0.6283, -0.4189) 1/bohr: -0.9469 pi
Chern number of the lower lattice band: 0
untilted cone, gap 0.002, Fermi energy 0.002 hartree: net patch flux 0.4501 pi
untilted cone, gap 0.002, Fermi energy 0.004 hartree: net patch flux 0.2001 pi
line crossing: slope c = 0.2 hartree bohr, phase rate 3.0 bohr
  gap 0.004 hartree: peak size 150.00 bohr^2, flux per unit ky -3.0000 bohr
  gap 0.002 hartree: peak size 300.00 bohr^2, flux per unit ky -3.0000 bohr
conversion: gap 0.002 hartree = 54.42 meV; its peak = 5251.2 angstrom^2
```
